# Elastic Compliance Across a Second-Order Ferroelectric Transition: a program that tests the result

```python
"""Compliance step at a second-order ferroelectric transition (Gaussian units).

Result under test: at zero field the isothermal compliance rises from s to
s + 2 Q^2 / b on entering the ferroelectric phase, for the free energy density
  G = a P^2/2 + b P^4/4 + c P^6/6 - s S^2/2 - Q S P^2 - E P,  a = a0 (T - T0).
P polarization, E internal field, S stress (tension positive), T temperature,
Q electrostrictive coefficient, s compliance at fixed P, strain = -dG/dS.
C0 is the background heat capacity per volume at fixed P and stress.
"""
import numpy as np
import sympy as sp
from scipy.constants import c as light_speed
from scipy.optimize import brentq

T0, a0 = 300.0, 4e-3          # K, 1/K
b, c = 4e-10, 4e-19           # cm^3/erg, cm^6/erg^2
Q, s = 1e-11, 2e-12           # cm^2/dyn
C0 = 2e7                      # erg/(cm^3 K)
P_UNIT = 1e4                  # statC/cm^2, scale for root finding


def energy(P, T, stress, E=0.0):
    a = a0 * (T - T0)
    return (a*P**2/2 + b*P**4/4 + c*P**6/6 - s*stress**2/2
            - Q*stress*P**2 - E*P)


def stable_P(T, stress=0.0, E=0.0, extra=0.0):
    """Positive-domain polarization: largest real root of dG/dP = 0.

    extra adds to the linear coefficient; it is 4 pi when D is held fixed,
    and then E stands for D.
    """
    linear = a0*(T - T0) - 2*Q*stress + extra
    poly = np.array([c*P_UNIT**5, 0, b*P_UNIT**3, 0, linear*P_UNIT, -E])
    roots = np.roots(poly)
    real = roots[np.abs(roots.imag) <= 1e-8*np.abs(roots)].real
    p = float(np.max(real))
    for _ in range(3):        # Newton polishing
        slope = np.polyval(np.polyder(poly), p)
        if slope != 0:
            p -= np.polyval(poly, p) / slope
    return p * P_UNIT


def strain(T, stress=0.0, E=0.0):
    return s*stress + Q*stable_P(T, stress, E)**2


def close(value, target, rtol):
    assert abs(value - target) <= rtol*abs(target), (value, target)


def stress_step(T):
    """Stress small enough not to cross the transition."""
    return 0.01*a0*abs(T - T0)/(2*Q)


def compliance_from_energy(T):
    h = stress_step(T)
    g = [energy(stable_P(T, x), T, x) for x in (-h, 0.0, h)]
    return -(g[0] - 2*g[1] + g[2])/h**2


def P2_formula(T):
    a = a0*(T - T0)
    return (-b + np.sqrt(b*b - 4*a*c))/(2*c)


# The chosen root is the global minimum of G (grid search over P >= 0).
grid = np.linspace(0, 3e4, 30001)
for T in (T0 - 10, T0 - 1, T0 + 1, T0 + 10):
    P_grid = grid[np.argmin(energy(grid, T, 0.0))]
    assert abs(P_grid - stable_P(T)) <= grid[1] - grid[0]

# Compliance, susceptibility and piezoelectric coefficient below T0.
rows = []
for dT in (-10.0, -1.0, -0.01):
    T = T0 + dT
    h = stress_step(T)
    P = stable_P(T)
    close(P**2, P2_formula(T), 1e-8)
    B = b + 2*c*P2_formula(T)
    sE = compliance_from_energy(T)
    close(sE - s, 2*Q**2/B, 1e-4)
    # strain is minus the stress derivative of the minimized energy
    slope = -(energy(stable_P(T, h), T, h)
              - energy(stable_P(T, -h), T, -h))/(2*h)
    close(slope, strain(T), 1e-4)
    hE = 1e-4*a0*abs(dT)*P
    chi = (stable_P(T, 0, hE) - stable_P(T, 0, -hE))/(2*hE)
    d_converse = (strain(T, 0, hE) - strain(T, 0, -hE))/(2*hE)
    d_direct = (stable_P(T, h) - stable_P(T, -h))/(2*h)
    close(chi, 1/(2*P2_formula(T)*B), 1e-4)
    close(d_converse, 2*Q*np.sqrt(P2_formula(T))*chi, 1e-4)
    close(d_direct, d_converse, 1e-4)
    close(d_direct**2/chi, sE - s, 3e-4)
    # fixed D: P adjusts against its own depolarizing field
    D = 4*np.pi*P
    excess_D = Q*(stable_P(T, h, D, 4*np.pi)**2
                  - stable_P(T, -h, D, 4*np.pi)**2)/(2*h)
    # compared as excess over s, where the cancellation is visible
    from_relation = (sE - s) - 4*np.pi*d_direct**2/(1 + 4*np.pi*chi)
    assert abs(excess_D - from_relation) < 3e-4*(sE - s)
    close(excess_D, (2*Q**2/B)/(1 + 4*np.pi*chi), 1e-3)
    rows.append((dT, P, chi, d_direct, sE, s + excess_D))
# the fixed-D excess fades towards T0, so it has no step there
assert rows[2][5] - s < 0.01*(rows[0][5] - s)

# Above T0 the compliance is s and the susceptibility is 1/a.
above = []
for dT in (0.01, 1.0, 10.0):
    T = T0 + dT
    sE = compliance_from_energy(T)
    close(sE, s, 1e-8)
    # field step for which b P^2 is a millionth of a: linear response
    hE = 1e-3*np.sqrt((a0*dT)**3/b)
    chi = (stable_P(T, 0, hE) - stable_P(T, 0, -hE))/(2*hE)
    close(chi, 1/(a0*dT), 1e-5)
    above.append((dT, chi, sE))

jump = 2*Q**2/b
jump_numeric = rows[2][4] - above[0][2]
close(jump_numeric, jump, 1e-3)   # c P^2 correction at 0.01 K is 2e-4

# Corner of the strain-stress curve exactly at T0.
tiny = 1e4
slope_tension = (strain(T0, tiny) - strain(T0))/tiny
slope_compression = (strain(T0) - strain(T0, -tiny))/tiny
close(slope_tension, s + jump, 1e-5)
close(slope_compression, s, 1e-8)


# Shift of the transition with stress, located by bisection on P > 0.
def transition_T(stress):
    low, high = T0 - 1, T0 + 1
    for _ in range(35):
        mid = (low + high)/2
        if stable_P(mid, stress) > 1e-3:
            low = mid
        else:
            high = mid
    return (low + high)/2


big = 1e7
dTc = (transition_T(big) - transition_T(-big))/(2*big)
close(dTc, 2*Q/a0, 1e-5)
alpha_below = (strain(T0 - 0.009) - strain(T0 - 0.011))/0.002
alpha_above = (strain(T0 + 0.011) - strain(T0 + 0.009))/0.002
d_alpha = alpha_below - alpha_above
close(d_alpha, -Q*a0/b, 1e-3)
close(-d_alpha*dTc, jump_numeric, 1e-3)


# Adiabatic compliance: solve for the temperature that keeps entropy fixed.
def entropy(T, stress):
    return C0*np.log(T/T0) - a0*stable_P(T, stress)**2/2


def adiabatic_excess(T):
    h, width = stress_step(T), abs(T - T0)/2
    S0 = entropy(T, 0.0)
    squares = []
    for x in (h, -h):
        Tx = brentq(lambda t: entropy(t, x) - S0, T - width, T + width,
                    xtol=1e-13, rtol=1e-15)
        squares.append(stable_P(Tx, x)**2)
    return Q*(squares[0] - squares[1])/(2*h)


for dT in (-10.0, -0.01):
    T = T0 + dT
    B = b + 2*c*P2_formula(T)
    close(adiabatic_excess(T),
          (2*Q**2/B)*C0/(C0 + T*a0**2/(2*B)), 1e-4)
heat_step = T0*a0**2/(2*b)
jump_adiabatic = jump*C0/(C0 + heat_step)
close(adiabatic_excess(T0 - 0.01), jump_adiabatic, 1e-3)

# Quartic coefficient at constant strain, by Legendre transformation.
p, x, sig, A, Bq, q, k = sp.symbols('p x sigma A B q k', real=True)
G_sym = A*p**2/2 + Bq*p**4/4 - k*sig**2/2 - q*sig*p**2
sig_of_x = sp.solve(sp.Eq(x, -sp.diff(G_sym, sig)), sig)[0]
F_sym = sp.expand((G_sym + sig*x).subs(sig, sig_of_x))
assert sp.simplify(4*F_sym.coeff(p, 4) - Bq - 2*q**2/k) == 0
b_strain = float((4*F_sym.coeff(p, 4)).subs({Bq: b, q: Q, k: s}))

statC = 1/(10*light_speed)        # coulomb
P_SI, d_SI, s_SI = statC*1e4, statC/1e-5, 10.0
print(f"T0 = {T0:.1f} K, a0 = {a0:.3e} 1/K")
print(f"b = {b:.3e} cm^3/erg, c = {c:.3e} cm^6/erg^2")
print(f"Q = {Q:.3e} cm^2/dyn, s = {s:.3e} cm^2/dyn")
print(f"C0 = {C0:.3e} erg/(cm^3 K)")
for dT, P, chi, d, sE, sD in rows:
    print(f"Below, T-T0 = {dT:.2f} K:")
    print(f"  P = {P:.4e} statC/cm^2, chi = {chi:.4e} (no unit)")
    print(f"  d = {d:.4e} statC/dyn, d^2/chi = {d*d/chi:.4e} cm^2/dyn")
    print(f"  s^E = {sE:.5e} cm^2/dyn, s^D - s = {sD-s:.3e} cm^2/dyn")
for dT, chi, sE in above:
    print(f"Above, T-T0 = {dT:.2f} K: chi = {chi:.4e} (no unit),"
          f" s^E = {sE:.5e} cm^2/dyn")
print(f"At T-T0 = {rows[0][0]:.0f} K: P = {rows[0][1]*P_SI:.4e} C/m^2,"
      f" d = {rows[0][3]*d_SI:.4e} C/N")
print(f"Step 2Q^2/b = {jump:.4e} cm^2/dyn = {jump*s_SI:.4e} 1/Pa")
print(f"Numerical step across +-0.01 K = {jump_numeric:.4e} cm^2/dyn")
print(f"Step relative to s = {100*jump/s:.2f} percent")
print(f"Slope at T0, tension = {slope_tension:.5e} cm^2/dyn")
print(f"Slope at T0, compression = {slope_compression:.5e} cm^2/dyn")
print(f"dTc/dstress = {dTc:.4e} K cm^2/dyn")
print(f"Thermal expansion step near T0 = {d_alpha:.4e} 1/K")
print(f"-(expansion step)*dTc/dstress = {-d_alpha*dTc:.4e} cm^2/dyn")
print(f"Heat capacity step = {heat_step:.4e} erg/(cm^3 K)")
print(f"Adiabatic step = {jump_adiabatic:.4e} cm^2/dyn"
      f" = {jump_adiabatic*s_SI:.4e} 1/Pa")
print(f"Constant-strain quartic b_x = {b_strain:.4e} cm^3/erg")
print(f"Step if b_x were wrongly used = {2*Q**2/b_strain:.4e} cm^2/dyn")
print("OK")
```

It prints:

```
T0 = 300.0 K, a0 = 4.000e-03 1/K
b = 4.000e-10 cm^3/erg, c = 4.000e-19 cm^6/erg^2
Q = 1.000e-11 cm^2/dyn, s = 2.000e-12 cm^2/dyn
C0 = 2.000e+07 erg/(cm^3 K)
Below, T-T0 = -10.00 K:
  P = 9.5712e+03 statC/cm^2, chi = 1.1532e+01 (no unit)
  d = 2.2076e-06 statC/dyn, d^2/chi = 4.2259e-13 cm^2/dyn
  s^E = 2.42258e-12 cm^2/dyn, s^D - s = 2.896e-15 cm^2/dyn
Below, T-T0 = -1.00 K:
  P = 3.1467e+03 statC/cm^2, chi = 1.2379e+02 (no unit)
  d = 7.7906e-06 statC/dyn, d^2/chi = 4.9030e-13 cm^2/dyn
  s^E = 2.49029e-12 cm^2/dyn, s^D - s = 3.150e-16 cm^2/dyn
Below, T-T0 = -0.01 K:
  P = 3.1621e+02 statC/cm^2, chi = 1.2499e+04 (no unit)
  d = 7.9046e-05 statC/dyn, d^2/chi = 4.9991e-13 cm^2/dyn
  s^E = 2.49990e-12 cm^2/dyn, s^D - s = 3.183e-18 cm^2/dyn
Above, T-T0 = 0.01 K: chi = 2.5000e+04 (no unit), s^E = 2.00000e-12 cm^2/dyn
Above, T-T0 = 1.00 K: chi = 2.5000e+02 (no unit), s^E = 2.00000e-12 cm^2/dyn
Above, T-T0 = 10.00 K: chi = 2.5000e+01 (no unit), s^E = 2.00000e-12 cm^2/dyn
At T-T0 = -10 K: P = 3.1926e-02 C/m^2, d = 7.3637e-11 C/N
Step 2Q^2/b = 5.0000e-13 cm^2/dyn = 5.0000e-12 1/Pa
Numerical step across +-0.01 K = 4.9990e-13 cm^2/dyn
Step relative to s = 25.00 percent
Slope at T0, tension = 2.50000e-12 cm^2/dyn
Slope at T0, compression = 2.00000e-12 cm^2/dyn
dTc/dstress = 5.0000e-09 K cm^2/dyn
Thermal expansion step near T0 = -9.9980e-05 1/K
-(expansion step)*dTc/dstress = 4.9990e-13 cm^2/dyn
Heat capacity step = 6.0000e+06 erg/(cm^3 K)
Adiabatic step = 3.8462e-13 cm^2/dyn = 3.8462e-12 1/Pa
Constant-strain quartic b_x = 5.0000e-10 cm^3/erg
Step if b_x were wrongly used = 4.0000e-13 cm^2/dyn
OK
```
